Effective gas diffusivity of a hierarchical bed of impermeable spheres, part 2

A dilute gaseous precursor diffuses through the pores of a bed of impermeable spheres of very different sizes. The problem is to find how the effective diffusivity D depends on porosity, and to apply the answer to a bed being coated with molybdenum. No precursor is consumed before part (g).

**Symbols.** D0 is the diffusivity in open gas, ε the porosity, φ = 1 − ε the solid fraction, a a sphere radius and t the time. D is defined by

J = −D ∇C,

with J the flux per unit of total cross-section, solid included, and C the smoothed concentration in the gas. In the ideal gas law, p is the precursor pressure, R the gas constant and T the temperature.

**Earlier results.** A portion of new spheres, much larger than all those present, fills a small fraction v of the total volume and replaces composite (gas and old solid):

ε → ε (1 − v), D → D [1 − (3/2)v + O(v²)].

The coefficient 3/2 is Maxwell's dilute result. For infinitesimal portions,

dD = −(3/2) D dv,

dε = −ε dv,

which integrate from open gas to the Bruggeman law, called "the law" below:

D = D0 ε^(3/2).

In the coated-sphere arrangement, each new sphere carries its own shell of the medium present before, and such units, of all sizes but equal solid fraction, fill space. One portion then multiplies D by Maxwell's factor 2(1 − v)/(2 + v) at any v.

**Earlier checks, listed again at the end.** Maxwell's formula was compared with a radial integration and a cubic lattice, and the law with small random portions. In part (d), large spheres filling 20 % of space and small ones, with 1/16 of the radius, filling 20 % of the remainder were resolved together. The listed additive value 0.4552 also counts the small spheres that the large ones removed; without them it is 0.5095.

**Related quantities.** The tortuosity factor τ is defined by D = ε D0/τ, so

τ = ε D0/D = ε/ε^(3/2) = ε^(−1/2).

In a transient process the gas held per unit of total volume is εC, and its balance is

ε ∂C/∂t = D ∇²C.

The spreading of a concentration front is therefore governed by D/ε = D0 ε^(1/2), which is larger than D.

**What the law rests on.** Maxwell's dilute result does not lead to it alone. Suppose the replacement of old solid were ignored and each portion counted fully as an increase of φ. Then dv = dφ, and

dD/D = −(3/2) dφ, so D = D0 exp(−3φ/2).

At φ = 1 this leaves a finite diffusivity in a bed without gas, which is impossible. At ε = 0.512 it gives 0.4809, where the law gives 0.3664.

The derivation also needs the size hierarchy, which is a demanding condition. If successive portions differ in radius by a factor q, then n portions span a factor q^(n−1). The law is reached by first making q large and then making n large. A real bed has a limited range of sizes, and for it the law is an estimate.

### (f) A few finite portions

Suppose the bed is built in n equal portions of finite size, each with the coated-sphere arrangement. Within a portion the units are cut off at a smallest size that is still much larger than all earlier spheres; the volume then left unfilled can be made as small as desired and is neglected. Find D, compare it with the law at the same porosity, and show which is larger.

**Solution.** Each portion multiplies ε by 1 − v, so

ε = (1 − v)^n, v = 1 − ε^(1/n),

and each multiplies D by the coated-sphere factor:

D/D0 = [2(1 − v)/(2 + v)]^n.

To compare one portion with the law, let e = 1 − v be the factor by which it changes the porosity. The portion gives 2e/(3 − e), since 2 + v = 3 − e, while the law gives e^(3/2). With s = √e, the first is at least as large as the second if

2 ≥ s(3 − s²), that is, 2 − 3s + s³ ≥ 0.

The left side factorises:

(1 − s)²(s + 2) = (1 − 2s + s²)(s + 2) = s³ − 3s + 2.

This is positive for 0 < s < 1. Every finite portion thus leaves D above the law, and so does their product.

The size of the excess for small v follows from logarithms. For one portion,

ln[(1 − v)/(1 + v/2)] − (3/2) ln(1 − v) = −(1/2) ln(1 − v) − ln(1 + v/2).

With ln(1 − v) = −v − v²/2 − … and ln(1 + v/2) = v/2 − v²/8 + …, this becomes

(v/2 + v²/4) − (v/2 − v²/8) = (3/8)v²

to leading order. Since v ≈ −(ln ε)/n for large n, the n portions together give

relative excess ≈ 3(ln ε)²/(8n).

For ε = 0.512 the full product gives

- n = 1: D/D0 = 0.4116, which is 12.3 % above the law,
- n = 3: 0.3847, 5.0 % above,
- n = 10: 0.3723, 1.6 % above,
- n = 100: 0.3670, 0.17 % above.

The estimate is 0.168/n, or 0.17 % for n = 100, in agreement. The cases n = 1 and n = 100 have equal porosity and different diffusivities, so porosity alone does not determine D.

### (g) Coating a bed with molybdenum

A bed of inert spheres, L = 20 mm deep, is open to the gas at the top and sealed at the bottom. Molybdenum hexacarbonyl in argon deposits metal on all internal surfaces by

Mo(CO)₆ → Mo + 6 CO.

The temperature is 450 K, the total pressure 100 Torr and the precursor pressure at the mouth 1 Torr. The rough value D0 = 0.80 cm²/s is adopted. The surface takes up k C molecules per unit area and time, with k = 5.0 × 10⁻⁴ cm/s. The bed has three size classes, of radius 40, 200 and 1000 µm. Each, in order of increasing size, replaces 20 % of the composite present before it. Find the effective diffusivity from the law, and the film thickness at the bottom when the film at the mouth is 10 nm thick.

**Solution.** The porosity is

ε = 0.80³ = 0.512,

and the law gives

D = 0.80 × 0.512^(3/2) = 0.80 × 0.3664 = 0.293 cm²/s = 2.93 × 10⁻⁵ m²/s.

The tortuosity factor is 0.512/0.3664 = 1.40.

**Internal area.** Later portions remove part of the earlier ones. The final volume fractions are

40 µm: 0.20 × 0.80² = 0.128,

200 µm: 0.20 × 0.80 = 0.160,

1000 µm: 0.200.

A sphere has the surface 4πa² and the volume 4πa³/3, hence the area 3/a per unit of its own volume. The area per bed volume is

S = 3(0.128/0.0040 + 0.160/0.020 + 0.200/0.10) cm⁻¹ = 96 + 24 + 6 = 126 cm²/cm³.

The finest spheres supply most of it. The sum assumes that the remaining spheres are whole and that their entire surface is open to the gas. If the larger spheres instead cut through the smaller ones at random, only the fractions 0.80 and 0.64 of the 200 µm and 1000 µm surfaces face gas. Then S = 96 + 19.2 + 3.8 = 119 cm²/cm³, and the ratio found below rises from 0.684 to 0.697.

**Precursor balance.** Let z be the depth below the mouth. In a thin slice, the flux entering minus the flux leaving equals the uptake on the internal surface:

−dJ/dz = k S C, with J = −D dC/dz.

Hence

D d²C/dz² = k S C.

The mouth has C = C0. No gas passes the sealed bottom, so dC/dz = 0 at z = L. The solution is

C = C0 cosh[Φ(1 − z/L)]/cosh Φ, Φ = L √(kS/D).

Two derivatives multiply the hyperbolic cosine by Φ²/L² = kS/D, as required. The first derivative is proportional to sinh[Φ(1 − z/L)], which is zero at z = L. The number Φ is the Thiele modulus. Its square compares uptake in the bed with supply by diffusion:

Φ² = (5.0 × 10⁻⁴ × 126 × 2.0²)/0.293 = 0.86, Φ = 0.927.

The concentration at the bottom relative to the mouth is

C(L)/C0 = 1/cosh 0.927 = 0.684.

**Film.** The ideal gas law gives the mouth concentration

C0 = p/(RT) = 0.0356 mol/m³.

One mole of precursor leaves one mole of molybdenum, whose volume is its molar mass over its density, 95.95/10.2 = 9.41 cm³/mol; the density is a rough value for the solid metal. The growth rate at the mouth is

k C0 × 9.41 × 10⁻⁶ m³/mol = 5.0 × 10⁻⁶ × 0.03563 × 9.41 × 10⁻⁶ = 1.68 × 10⁻¹² m/s,

or 6.03 nm/h. A film of 10 nm takes 10/6.03 = 1.66 h. Growth is proportional to C, so the bottom receives 0.684 × 10 = 6.8 nm in that time.

The steady balance is justified because gas spreads through the bed in a time of order L²/(D/ε) = 4.0/0.572 ≈ 7 s, far less than the coating time.

### (h) What the example leaves out

Estimate the influence of the main neglected effects on the ratio 0.684, and set the model beside a real infiltration process.

**Solution.** In each estimate below, everything not named is held fixed.

**Finite portions.** Three coated-sphere portions have D/D0 = 0.3847 instead of 0.3664, and the ratio becomes 0.695. With a single coated-sphere portion of the same porosity and the same internal area, it becomes 0.710. A change of 12 % in D moves the ratio by only 4 %. The reason is that ln(1/cosh Φ) has the derivative −tanh Φ with respect to Φ, and Φ varies as D^(−1/2), so a small relative change of D is multiplied by (Φ/2) tanh Φ, which is 0.34 here.

**Collisions with pore walls.** The mean speed of the precursor molecules, of molar mass M = 264 g/mol, is √(8RT/(πM)) = 190 m/s. The relation D0 = λ × (mean speed)/3 gives the length over which a molecule loses its direction of motion,

λ = 3 × 0.80 × 10⁻⁴/190 = 1.26 µm.

This length is several times the mean free path, because a heavy precursor molecule keeps much of its direction when it strikes a light argon atom. As pore width, take d = 4ε/S, four times the gas volume over the wall area, which for a cylinder is its diameter. Here

d = 4 × 0.512/126 cm = 163 µm.

Walls destroy the direction of motion at a rate of about (mean speed)/d, and the gas does so at a rate of about (mean speed)/λ. The two rates add, so the diffusivity is divided by 1 + λ/d = 1.008. The ratio falls from 0.6842 to 0.6824. The estimate is rough, but the effect is small. It grows as the pressure is lowered, since λ is inversely proportional to pressure.

**Outflow of carbon monoxide.** Each precursor molecule that goes in sends six CO molecules out. If N is the precursor flux, the net molar flux is N − 6N = −5N, with the argon at rest. This stream carries precursor with it. With the mole fraction x and the total gas concentration c_t,

N = −c_t D dx/dz + x(−5N), hence N(1 + 5x) = −c_t D dx/dz.

At the mouth x = 0.01, and the flux for a given gradient is about 5 % smaller. A numerical solution of this equation together with dN/dz = −k S c_t x gives the ratio 0.6747 instead of 0.6842, a reduction of 1.4 %.

**Uptake around a large sphere.** The derivation of D used Laplace's equation in the composite, although the composite consumes gas. Consumption alters the field over the length √(D/(kS)). The square of the largest sphere radius over this length is kSa²/D = 0.00215, so the field near one sphere is hardly affected.

**Narrowing of pores.** A 10 nm film takes up S × 10 nm = 1.3 × 10⁻⁴ of the bed volume, which is negligible beside 0.512. Filling the pores is a different task, in which ε, S and D all change during the run.

**Limited separation of sizes.** Successive radii differ by a factor of 5, and the bed is 10 diameters of the largest spheres deep. The calculation in part (d) used a factor of 16 and does not measure the error at 5. The finite-portion estimates above already move the second digit of the ratio, so 0.684 should be read as about 0.7.

**The model beside a real process.** Reduced pressure raises D0, and a slow surface reaction means a small k; both lower Φ and make the film more even in depth. The gain from lower pressure levels off once λ approaches the pore width d, which happens near 1 Torr in this bed, and at fixed precursor pressure the outflow of CO then weighs more. The pressure, temperature and rate coefficient here are chosen values. The resulting growth of 6 nm/h is slow: a film of 1 µm at the mouth would take about a week. A faster reaction raises Φ as √k and starves the bottom: for large Φ the ratio tends to 2 exp(−Φ). The porosity 0.512 is higher than the value of roughly 0.4 of a settled bed of equal spheres, so these separated spheres would have to be held in place, for example by a little binder. A preform without a wide size hierarchy does not meet the assumptions of the law. The single coated-sphere portion, with a ratio of 0.710 instead of 0.684, shows how another arrangement of the same porosity can change the result. Its diffusivity is also the Hashin–Shtrikman upper bound for any isotropic bed of that porosity, so at the same internal area, with the other inputs unchanged, 0.710 is the highest ratio such a bed can have, provided it is uniform in depth and its whole area sees the local concentration C. If part of the area lies in closed or slowly reached pores, as inside porous pellets, less precursor is consumed and the ratio can be higher, while those pores are coated poorly. Other arrangements and shapes can give less. Fibres and platelets have different dilute coefficients, and the exponent 3/2 is then not justified by this derivation. Carbonyl films can also contain carbon and oxygen, which changes the thickness per mole of precursor. Decomposition in the gas, slowing of the surface reaction by CO and temperature differences in the bed have not been estimated.

All input values stand in the program.

Values computed for the example and the checks

```
Maxwell D/D0 at phi=0.20, formula: 0.72727
Same from radial integration: 0.72727
Lattice: dilute slope at phi=0.02: 1.484
Two sizes: size ratio: 16
Two sizes: D/D0 small spheres alone: 0.7285
Two sizes: D/D0 large spheres alone: 0.7267
Two sizes: product of these: 0.5294
Two sizes: additive reductions: 0.4552
Two sizes: D/D0 resolved together: 0.5285
Two sizes: porosity resolved together: 0.6420
Random additions: final porosity: 0.51196
Random additions: D/D0: 0.36629
Random additions: porosity**1.5: 0.36632
Example: fraction replaced per class: 0.20
Example: porosity: 0.512
Example: D/D0 from the 3/2 law: 0.3664
Maxwell in 1 portions: D/D0 0.4116, excess 12.34 %
Maxwell in 3 portions: D/D0 0.3847, excess 5.00 %
Maxwell in 10 portions: D/D0 0.3723, excess 1.62 %
Maxwell in 100 portions: D/D0 0.3670, excess 0.17 %
Without volume replacement: D/D0 0.4809
Temperature: 450 K
Total pressure: 100 Torr
Precursor pressure: 1 Torr
Open-gas diffusivity D0: 0.80 cm2/s
Bed depth: 20 mm
Surface rate coefficient: 5.0e-04 cm/s
Radius 40 um: final volume fraction 0.128
Radius 200 um: final volume fraction 0.160
Radius 1000 um: final volume fraction 0.200
Effective diffusivity D: 0.2931 cm2/s = 2.931e-05 m2/s
Tortuosity factor: 1.398
Transient pore diffusivity D/eps: 0.572 cm2/s
Internal area per bed volume: 126.0 cm2/cm3
Thiele modulus: 0.927
Precursor ratio bottom/mouth: 0.684
Ratio, three finite portions: 0.695
Ratio, one Maxwell step: 0.710
Precursor concentration at mouth: 0.0356 mol/m3
Mo molar mass: 95.95 g/mol
Mo density (rough): 10.2 g/cm3
Film growth rate at mouth: 6.03 nm/h
Film at mouth: 10 nm
Time for that film: 1.66 h
Film at bottom: 6.84 nm
Precursor molar mass: 264.01 g/mol
Precursor mean speed: 190 m/s
Mean free path estimate: 1.26 um
Hydraulic pore diameter: 163 um
Knudsen number: 0.0078
Ratio with Knudsen collisions: 0.6824
Ratio with CO outflow: 0.6747
Ratio without either: 0.6842
Uptake number k S a^2/D, coarsest sphere: 2.15e-03
Porosity lost to the film: 1.26e-04
Bed depth / coarsest diameter: 10
```
